\section*{Trap-limited leakage in a dielectric with an exponential trap distribution, part 2}

A dielectric film lies between a cathode at $x=0$ and an anode at $x=L$. A voltage $V$ drives injected electrons to the anode, and we ask how the leakage current density $J$ depends on $V$ and $L$. The trap density falls exponentially with depth below the band edge, with total density $N_t$ and characteristic temperature $T_t$. The film is at temperature $T$, and $l=T_t/T>1$. Traps are neutral when empty and carry charge $-q$ when filled, with $q>0$ the elementary charge.

The free and trapped electron densities are $n$ and $n_t$, with zero-bias values $n_0$ and $n_{t0}$. $N_c$ is the effective density of band states, $\mu$ the mobility, $\varepsilon$ the permittivity, $k$ Boltzmann's constant and $\hbar$ the reduced Planck constant. The field has magnitude $F$ and points towards the cathode; the mean field is $V/L$. Poisson's equation and continuity read
\begin{equation}
\frac{dF}{dx}=\frac{q(n+n_t)}{\varepsilon},
\label{eq:poisson}
\end{equation}
\begin{equation}
n(x)=\frac{J}{q\mu F(x)} .
\label{eq:cont}
\end{equation}
With drift only, field-independent $\mu$, $F(0)=0$, and free and equilibrium charge neglected beside $n_t$, the earlier parts found
\begin{equation}
n_t=CN_t\left(\frac{n}{N_c}\right)^{1/l},\quad
\frac{dF}{dx}=AF^{-1/l},\quad
V=\frac{l+1}{2l+1}F(L)L,
\label{eq:recap}
\end{equation}
where $C=(\pi/l)/\sin(\pi/l)$ and $A$ is constant at fixed $J$. "The law" is
\begin{equation}
J=q\mu N_c\left(\frac{2l+1}{l+1}\right)^{l+1}
\left[\frac{l}{l+1}\frac{\varepsilon}{qCN_t}\right]^l
\frac{V^{l+1}}{L^{2l+1}} .
\label{eq:MH}
\end{equation}
Sharp trap occupation ($C=1$) would multiply this current by $C^l$.

The example of part (f) has $L=1000$ nm, $V=30$ V, $T=300$ K, $T_t=1500$ K, relative permittivity $3$, $N_t=10^{18}$ cm$^{-3}$, $N_c=10^{20}$ cm$^{-3}$ and $\mu=10^{-5}$ cm$^2$/Vs. Hence $l=5$, $C=1.069$ and $F(L)=0.550$ MV/cm. The trapped density at the anode is
\begin{equation}
n_t(L)=\frac{l(2l+1)}{(l+1)^2}\frac{\varepsilon V}{qL^2}
=\frac{55}{36}\frac{\varepsilon V}{qL^2}
=7.60\times10^{15}\ \mathrm{cm^{-3}} .
\end{equation}
Also $n(L)\simeq1.8\times10^9$ cm$^{-3}$ and $J\simeq1.6\times10^{-9}$ A/cm$^2$. The quasi-Fermi level at the anode lies $D=kT\ln(N_c/n)=0.639$ eV below the band.

\subsection*{(g) When do free charge and trap filling matter?}

Let $r=n(L)/n_t(L)$. Find the leading effect of free charge on the law, and estimate the voltage at which the traps fill.

\paragraph{Solution.}
With $t=F/F(L)$, continuity gives $n\propto t^{-1}$ and $n_t\propto t^{-1/l}$. Their ratio at any plane is therefore $rt^{-(1-1/l)}$. Keeping free charge in Poisson's equation changes $dx$ to first order by the factor $1-rt^{-(1-1/l)}$. At fixed $J$ and $F(L)$, the fractional reductions of thickness and voltage are
\begin{align}
\delta_L&=r\frac{\int_0^1t^{2/l-1}dt}{\int_0^1t^{1/l}dt}
=\frac{l+1}{2}r,\\
\delta_V&=r\frac{\int_0^1t^{2/l}dt}{\int_0^1t^{1+1/l}dt}
=\frac{2l+1}{l+2}r .
\end{align}
The true current divided by the law at the new $V$ and $L$ is $1+(l+1)\delta_V-(2l+1)\delta_L$, or
\begin{equation}
1-\frac{l(l+1)(2l+1)}{2(l+2)}r .
\end{equation}
Free charge lowers the current below the law because it takes up part of the charge that the voltage can sustain. Less trapped charge then means a deeper quasi-Fermi level.

In the example $r=2.4\times10^{-7}$, and the correction is about $6\times10^{-6}$ of the current. At $l=3$, with the other inputs unchanged, $r=2.41\times10^{-3}$. The predicted thickness reduction is $2r=0.48\%$, and numerical integration gives $0.473\%$. With free charge removed, the remaining difference is $0.0024\%$. The corresponding loss of current is about $2\%$.

Since $n\propto n_t^l$, the ratio $r$ grows as $(V/L^2)^{l-1}$. The law therefore has an upper voltage limit, even for a perfect contact. Complete filling by uniform trapped charge would need about
\begin{equation}
\frac{qN_tL^2}{2\varepsilon}\simeq3.0\times10^3\ \mathrm V .
\end{equation}
This voltage marks no real transition here. The traps extend to the band edge and $N_c=100N_t$, so free charge intervenes first: the drift solution at $3.0\times10^3$ V has only $31\%$ of the traps filled at the anode and a current of about $1\%$ of the law. A rough breakdown field of $5$ MV/cm is reached by the mean field at $500$ V, but by the anode field already near $270$ V, where free charge lowers the current by about $3\%$. In the example, breakdown comes well before trap filling.

\subsection*{(h) How does leakage change at $105\,^{\circ}$C?}

Keep $V$, $L$, $\mu$, $N_c$, $N_t$ and $T_t$ fixed. Find the apparent activation energy and compare it with the quasi-Fermi depth.

\paragraph{Solution.}
At $378$ K, $l=3.97$ and the law gives $J=1.7\times10^{-7}$ A/cm$^2$, about $109$ times the value at $300$ K. Both slope and magnitude change, so one value of $l$ cannot describe data taken at several temperatures.

Write $J=q\mu N_cF(L)[n_t(L)/(CN_t)]^l$. Since $l=kT_t/(kT)$, the activation energy is
\begin{equation}
E_a=-\frac{d\ln J}{d(1/kT)}=-kT_t\frac{d\ln J}{dl}.
\end{equation}
The explicit power $l$ contributes $kT_t\ln[CN_t/n_t(L)]=D$. The factors $C$, $n_t(L)$ and $F(L)$ also depend on $l$. Differentiating their expressions gives
\begin{align}
E_a=D-kT_t\bigg[&1-\frac{\pi}{l}\cot\frac{\pi}{l}
+1+\frac{2l}{2l+1}-\frac{2l}{l+1}\nonumber\\
&+\frac{2}{2l+1}-\frac1{l+1}\bigg].
\end{align}
At $l=5$ the contributions from $C$, $n_t$ and $F$ are $0.135$, $0.242$ and $0.015$. With unrounded terms, $E_a=0.6394-0.1293(0.3928)=0.589$ eV. The average taken from the two calculated currents is $0.587$ eV. It is an activation energy of the current at fixed voltage, not the depth of a single trap level. It also depends on holding $N_c$ and $\mu$ fixed: with $N_c\propto T^{3/2}$ the current ratio becomes about $154$ and the average activation energy $0.63$ eV, and an activated mobility would add its own activation energy. With $N_c$ and $\mu$ fixed, diffusion with $0.3$ eV contacts at both electrodes lowers the ratio to about $94$ and the average activation energy to $0.57$ eV.

\subsection*{(i) How good must the cathode be?}

Let the contact hold a free density $n_c=N_ce^{-\phi/kT}$, where $\phi$ is an injection barrier. Find the voltage needed for the current of part (f), with diffusion still neglected.

\paragraph{Solution.}
The cathode field is now $F_0=J/(q\mu n_c)$. Integrating from this value gives
\begin{equation}
F^{(l+1)/l}=F_0^{(l+1)/l}+\frac{l+1}{l}Ax .
\end{equation}
Let $F_*$ be the anode field of the ideal-contact solution at the same $J$ and $L$, and let $b=(F_0/F_*)^{(l+1)/l}$. With $s=x/L$, the new voltage relative to the ideal one is
\begin{align}
\frac{V'}{V}&=\frac{2l+1}{l+1}\int_0^1(b+s)^{l/(l+1)}ds\nonumber\\
&=(1+b)^{(2l+1)/(l+1)}-b^{(2l+1)/(l+1)} .
\end{align}
For $\phi=0.6$ eV, $n_c\simeq8.3\times10^9$ cm$^{-3}$. At equal current $F_0/F_*=n(L)/n_c\simeq0.22$, with $n(L)$ from part (f), so $b\simeq0.16$. The required voltage is $38.4$ V, the current there is $0.23$ of the ideal law, and the local voltage exponent falls to about $2.6$. These values omit image-force lowering of the barrier. Included at the cathode field with the same permittivity, it amounts to $0.037$ eV and changes them to $31.6$ V and $0.74$. For $\phi=0.5$ eV the voltage is $30.1$ V and the ratio is $0.98$. At this barrier the neglected diffusion of part (j) is the larger effect: without image lowering it gives about $28.6$ V and a ratio of $1.3$. At $0.6$ eV it changes the voltage only from $38.4$ to $38.3$ V.

A larger barrier makes the leakage contact-limited. Without compensated background charge the field increases from cathode to anode, so $F_0<V/L$, and therefore
\begin{equation}
J<q\mu n_c\frac VL .
\end{equation}
For $\phi=1$ eV at $30$ V this limit is about $8\times10^{-16}$ A/cm$^2$, some six orders of magnitude below part (f). With the background of part (j) and $\phi>D_0$, the net charge is positive and the field falls from the cathode; for $D_0=0.9$ eV the current then exceeds the limit by about $5\%$. Barrier lowering and tunnelling through the contact are absent from this estimate. Image-force lowering at the mean field alone raises the limit about a hundredfold, to $8\times10^{-14}$ A/cm$^2$.

At fixed mean field, the bulk law reads $J\propto(V/L)^{l+1}L^{-l}$, whereas the contact limit above has no separate dependence on $L$. A weak thickness dependence does not by itself identify the contact. The drift equations are unchanged when $x$, $F$ and $J$ are multiplied by one factor at fixed densities. Hence $J/L$ depends only on $V/L^2$ whenever mobility and contact density are independent of field, with or without background charge. A local voltage exponent $m$ then fixes the thickness exponent at fixed mean field to $1-m$. At $30$ V it is $-2.5$ for the $0.6$ eV contact, but also $-2.4$ for an ideal contact with a background at $D_0=0.6$ eV, and it tends to zero for ohmic bulk conduction as it does for a blocking contact. Thickness adds information where this scaling fails: the contact limit with barrier lowering at the mean field has a steep voltage exponent, yet depends on $V/L$ alone. The comparison requires the same temperature, contact and trap distribution in all films.

\subsection*{(j) What do equilibrium charge and diffusion change?}

Suppose first that the Fermi level lies a depth $D_0$ below the band at zero bias. Estimate the trapped charge already present. Then assess diffusion for a contact with $\phi=0.3$ eV.

\paragraph{Solution.}
Equation (\ref{eq:recap}) gives the equilibrium trapped density relative to that at the biased anode:
\begin{equation}
\frac{n_{t0}}{n_t(L)}=\left(\frac{n_0}{n(L)}\right)^{1/l}
=\exp\!\left(-\frac{D_0-D}{kT_t}\right).
\end{equation}
For $D_0=0.9$ eV this is $0.13$, although $n_0/n(L)$ is only about $4\times10^{-5}$. The small power $1/l$ makes the background important. This charge is compensated at zero bias and must be subtracted in Poisson's equation. Less net charge then accompanies a given free density.

The calculated voltage for the original current falls to $27.4$ V, where the current is $1.7$ times the law. For $D_0=1.2$ eV the values are $29.7$ V and $1.05$.

With diffusion, the current magnitude becomes
\begin{equation}
J=q\mu\left(nF-\frac{kT}{q}\frac{dn}{dx}\right).
\end{equation}
The density falls away from the cathode, so diffusion aids the current. The field reverses close to the contact, here over the first $56$ nm or so. The drift law applied to the remaining thickness needs $27.0$ V for the original current, so this shortening accounts for most of the shift found below. The numerical solution includes this region but neglects the thickness of the thin accumulation layer at the anode. It needs about $27$ V for the original current, a shift of about $10\%$ relative to $30$ V. Including the anode layer, for an anode with the same $0.3$ eV barrier, gives $26.5$ V and about $12\%$. The current at that voltage is about twice the drift law, and the local voltage exponent is about $5.5$ instead of $6$.

At $10^4$ times the current, the drift law requires $139$ V and the shift is $1.5\%$. Thickness and contact depth are unchanged in this comparison. The small shift is partly due to the contact: for $\phi=0.1$ eV it is $4.4\%$ with a local exponent of $5.8$. For $\phi=0.3$ eV the exponent near $139$ V is still about $5.6$, and at $10^5$ times the current the required voltage exceeds the drift value by $2\%$ as the contact begins to limit. Diffusion weakens at higher voltage, but the drift exponent is approached only while the contact still supplies freely and free charge, field-assisted emission and breakdown remain unimportant.

\subsection*{(k) Can the field release the trapped electrons?}

Estimate tunnel-assisted emission and Poole--Frenkel lowering. Then compare the model with a real interlayer dielectric.

\paragraph{Solution.}
An electron may be thermally raised to an energy $ukT$ below the band and then tunnel through a triangular barrier. For mass $m$, the tunnelling exponent is
\begin{equation}
\frac2\hbar\int_0^{ukT/qF}\!\sqrt{2m(ukT-qFx)}\,dx
=Ku^{3/2},\quad
K=\frac{4\sqrt{2m}(kT)^{3/2}}{3q\hbar F}.
\end{equation}
The thermal excitation needed is smaller by $ukT$ than for emission over the barrier, so its Boltzmann factor is larger by $e^u$. Adding these paths to emission over the barrier gives the estimate
\begin{equation}
1+\int_0^{D/kT}\exp(u-Ku^{3/2})\,du .
\end{equation}
With the free-electron mass and the anode field, it is about $8$. It is sensitive to both inputs: half the mass gives about $19$, and with the free mass it rises to about $80$ at $60$ V and $3\times10^4$ at $139$ V. These values, and the effect on the current quoted below, take every escape along the field. A simple average over directions, with the field component along each, reduces $8$ and $80$ to about $2$ and $9$. If capture rises by the same factor, trap occupation at a given $n$ is unchanged. If capture does not rise, the local free density at fixed trap filling could increase by roughly this factor. Applied at the local field throughout the film, it raises the current at $30$ V by a factor of about $2.4$ and the voltage exponent to about $6.7$.

A trap that is positive when empty also attracts the escaping electron. Its potential energy along the escape direction is $-q^2/(4\pi\varepsilon x)-qFx$. The maximum lies at $x_0=\sqrt{q/(4\pi\varepsilon F)}$, and the barrier is lowered by
\begin{equation}
2qFx_0=q\sqrt{\frac{qF}{\pi\varepsilon}} .
\end{equation}
At the mean field this is $0.24$ eV, with a Boltzmann factor of $1.1\times10^4$ for escape along the field; averaged over directions it is about $10^3$. An optical relative permittivity of $2$ in place of $3$ would raise the lowering to $0.29$ eV. The present traps are neutral when empty, so this Coulomb lowering does not apply to them. The charge state of the traps is thus a major condition on the result.

A relative permittivity of $3$ is of the size found in organosilicate interlayer dielectrics. A thickness of $1000$ nm suits an upper wiring level; dense lower levels are much thinner, and $30$ V is a test voltage far above a logic supply. The values of $\mu$, $N_c$, $N_t$ and $T_t$ are model inputs, not data for a particular film. A mobility of $10^{-5}$ cm$^2$/Vs is not a band mobility: for a free-electron mass it would mean a mean free path near $10^{-15}$ m, whereas one atomic spacing corresponds to a few cm$^2$/Vs. It must be read as an effective mobility of transport through localized states near the band edge. Such a mobility need not be independent of field, as part (d) assumes: at the anode field the energy drop over a hop of length $a=1$ to $2$ nm is about $2$ to $4\,kT$. As an illustration, a factor $\sinh\xi/\xi$ with $\xi=qFa/2kT$ and $a=N_c^{-1/3}=2.15$ nm raises the voltage exponent to $6.3$ at $30$ V and to about $7$ at $60$ V, while $a=0.5$ nm changes it by less than $0.1$. For a parabolic band, $N_c=10^{20}$ cm$^{-3}$ corresponds to about $2.5$ free-electron masses. Real metal contacts may break the assumption of free supply: the $1$ eV case in part (i) lowers the current by about six orders of magnitude without barrier lowering, and by about four with it. The calculated leakage is therefore a bulk-limited model value. Its scaling is conditional as well: at $30$ V the $1$ eV contact lowers the voltage exponent from $6$ to about $1$, or $3.4$ with image lowering, while emission along the field without added capture raises it to $6.7$, and to $7.6$ at $60$ V. In the drift model, background charge with $D_0=0.9$ eV gives $5.5$ near $27$ V and $2.9$ at $2$ V.

\section*{Numbers as computed}
\begin{verbatim}
relative permittivity: 3.0
thickness L: 1000 nm
voltage V: 30 V
temperature T: 300 K
trap temperature Tt: 1500 K
trap energy kTt: 0.1293 eV
thermal energy kT: 0.02585 eV
l = Tt/T: 5.000
trap density Nt: 1.00e+18 cm^-3
band density Nc: 1.00e+20 cm^-3
mobility: 1.0e-05 cm2/Vs
occupation factor C: 1.06896
C^l, excess of step-occupation current: 1.3957
mean field: 0.300 MV/cm
anode field: 0.550 MV/cm
trapped density at anode: 7.599e+15 cm^-3
free density at anode: 1.815e+09 cm^-3
free/trapped at anode: 2.39e-07
quasi-Fermi depth at anode: 0.639 eV
current density J: 1.599e-09 A/cm2
numerical exponent of V: 5.9999
numerical exponent of L: -10.9999
Tt/T=0.5, exponent of V: 2.0000
Tt/T=0.5, exponent of L: -3.0000
l=3, same V: free/trapped at anode: 2.41e-03
  thickness error, all charge: -0.473 %
  without free charge: 0.0024 %
J ratio on doubling V: 64.0
J ratio on halving L: 2048.0
temperature of use: 378.15 K
l at temperature of use: 3.967
J at temperature of use: 1.739e-07 A/cm2
J ratio, use/300 K: 108.7
apparent activation energy: 0.587 eV
Below: voltage for the same J, then true/derived J there
diffusion, contact depth 0.3 eV: 26.85 V
  current ratio: 1.944
  local exponent of V: 5.548
  voltage shift: 10.49 %
  shift at drift voltage 139.2 V: 1.49 %
contact barrier 0.5 eV: 30.09 V
  current ratio: 0.983
contact barrier 0.6 eV: 38.38 V
  current ratio: 0.228
equilibrium Fermi depth 0.9 eV: 27.40 V
  current ratio: 1.722
equilibrium Fermi depth 1.2 eV: 29.74 V
  current ratio: 1.053
tunnel-assisted emission factor, anode: 7.94
Poole-Frenkel lowering, mean field: 0.240 eV
  its Boltzmann factor: 1.08e+04
trap-filling voltage: 3016 V
rough breakdown field: 5 MV/cm
rough breakdown voltage: 500 V
anode field/breakdown field: 0.110
\end{verbatim}
